# Counting Half-Methylated T8 Cages with and without Mirror Images: verification in Python

```python
"""
Result under test: four methyl and four hydrogen substituents on the eight
silicon corners of a T8 cage (Si8O12) give 7 arrangements under proper
rotations and 6 when mirror images are also identified.

Symbols: x marks a methyl; a cycle of length l contributes 1 + x**l.
Corners have coordinates -1 or +1, printed as bits 0 or 1.
sigma = number of proper rotations that preserve a substituent pattern.
J = illustrative energy per pair of methyls on neighbouring corners.
The ideal skeleton is O_h; a frozen oxygen displacement can lower it to T_h.
"""
from collections import Counter, defaultdict
from itertools import combinations, permutations, product
from math import comb, exp, log

import numpy as np
import sympy as sp
from scipy import constants

corners = list(product((-1, 1), repeat=3))
corner_index = {v: i for i, v in enumerate(corners)}


def squared_distance(i, j):
    return sum((a - b) ** 2 for a, b in zip(corners[i], corners[j]))


edges = [(i, j) for i, j in combinations(range(8), 2)
         if squared_distance(i, j) == 4]
linked = set(edges) | {(j, i) for i, j in edges}

signed_matrices = []
for axes in permutations(range(3)):
    for signs in product((-1, 1), repeat=3):
        matrix = np.zeros((3, 3), dtype=int)
        for row in range(3):
            matrix[row, axes[row]] = signs[row]
        signed_matrices.append(matrix)


def transform(matrix, point):
    return tuple(int(c) for c in matrix @ np.array(point))


def oxygen_positions(p, q):
    """One oxygen per edge; p=q is undistorted, p!=q is a cyclic distortion."""
    positions = set()
    for a, b in product((-1, 1), repeat=2):
        positions.add((0, a * p, b * q))
        positions.add((b * q, 0, a * p))
        positions.add((a * p, b * q, 0))
    return positions


def skeleton_symmetries(p, q):
    oxygens = oxygen_positions(p, q)
    proper, improper = [], []
    for matrix in signed_matrices:
        if {transform(matrix, o) for o in oxygens} == oxygens:
            perm = tuple(corner_index[transform(matrix, v)] for v in corners)
            if round(np.linalg.det(matrix)) == 1:
                proper.append(perm)
            else:
                improper.append(perm)
    return proper, improper


rotations, improper_ops = skeleton_symmetries(12, 12)
full_group = rotations + improper_ops

# Exhaustive bond-preserving permutations do not use spatial matrices.
bond_automorphisms = {
    perm for perm in permutations(range(8))
    if all((perm[a], perm[b]) in linked for a, b in edges)
}
assert bond_automorphisms == set(full_group)


def cycle_type(perm):
    unseen, lengths = set(range(8)), []
    while unseen:
        start = min(unseen)
        current, length = start, 0
        while current in unseen:
            unseen.remove(current)
            current = perm[current]
            length += 1
        lengths.append(length)
    return tuple(sorted(lengths))


# Class counts derived by hand from axes and mirrors of the cube.
rotation_cycles = {(1,) * 8: 1, (4, 4): 6, (2,) * 4: 9, (1, 1, 3, 3): 8}
improper_cycles = {(2,) * 4: 4, (1, 1, 1, 1, 2, 2): 6,
                   (4, 4): 6, (2, 6): 8}
assert Counter(map(cycle_type, rotations)) == Counter(rotation_cycles)
assert Counter(map(cycle_type, improper_ops)) == Counter(improper_cycles)

x = sp.symbols("x")


def cycle_polynomial(lengths):
    return sp.Poly(sp.prod([1 + x ** length for length in lengths]), x)


def coefficient(polynomial, power):
    return polynomial.coeff_monomial(x ** power)


rotation_sum = sum((n * cycle_polynomial(c)
                    for c, n in rotation_cycles.items()), sp.Poly(0, x))
improper_sum = sum((n * cycle_polynomial(c)
                    for c, n in improper_cycles.items()), sp.Poly(0, x))
polya_rotation = [coefficient(rotation_sum, k) / 24 for k in range(9)]
polya_full = [coefficient(rotation_sum + improper_sum, k) / 48
              for k in range(9)]


def image(perm, pattern):
    return tuple(sorted(perm[i] for i in pattern))


def orbits(group, methyl_count):
    remaining = set(combinations(range(8), methyl_count))
    found = []
    while remaining:
        pattern = min(remaining)
        orbit = frozenset(image(g, pattern) for g in group)
        found.append(orbit)
        remaining -= orbit
    return found


direct_rotation = [len(orbits(rotations, k)) for k in range(9)]
direct_full = [len(orbits(full_group, k)) for k in range(9)]
assert direct_rotation == polya_rotation
assert direct_full == polya_full

patterns = list(combinations(range(8), 4))
for perm in full_group:
    directly_fixed = sum(image(perm, p) == p for p in patterns)
    assert directly_fixed == coefficient(cycle_polynomial(cycle_type(perm)), 4)

rotation_orbits = orbits(rotations, 4)
full_orbits = orbits(full_group, 4)
n_rot, n_full = len(rotation_orbits), len(full_orbits)
assert (n_rot, n_full) == (7, 6)


def distance_counts(pattern):
    counts = Counter(squared_distance(i, j)
                     for i, j in combinations(pattern, 2))
    return counts[4], counts[8], counts[12]


def handedness(pattern):
    total = 0
    for chain in permutations(pattern):
        if all((chain[i], chain[i + 1]) in linked for i in range(3)):
            points = np.array([corners[i] for i in chain])
            total += round(np.linalg.det(np.diff(points, axis=0)))
    return (total > 0) - (total < 0)


by_distance, by_distance_and_hand = defaultdict(set), defaultdict(set)
for pattern in patterns:
    distances = distance_counts(pattern)
    by_distance[distances].add(pattern)
    by_distance_and_hand[distances, handedness(pattern)].add(pattern)
assert {frozenset(s) for s in by_distance.values()} == set(full_orbits)
assert ({frozenset(s) for s in by_distance_and_hand.values()}
        == set(rotation_orbits))
for pattern in patterns:
    assert all(handedness(image(g, pattern)) == -handedness(pattern)
               for g in improper_ops)

# An orbit is achiral when an improper operation maps it onto itself.
achiral = sum(image(improper_ops[0], min(o)) in o for o in rotation_orbits)
chiral_pairs = (n_rot - achiral) // 2
assert achiral == 2 * n_full - n_rot
assert chiral_pairs == n_rot - n_full

names = {(4, 2, 0): "square face", (0, 6, 0): "tetrahedron",
         (2, 2, 2): "diagonal rectangle", (3, 3, 0): "claw",
         (2, 3, 1): "three-chain + lone", (3, 2, 1): "four-chain"}

temperature = 300.0
neighbour_energy_mev = 10.0
thermal_mev = constants.k * temperature / constants.e * 1000
reduced_energy = neighbour_energy_mev / thermal_mev


def partition_sum(strength):
    return sum(exp(-strength * distance_counts(p)[0]) for p in patterns)


z_value = partition_sum(reduced_energy)
mean_random = sum(distance_counts(p)[0] for p in patterns) / len(patterns)
assert abs(mean_random - 12 * comb(6, 2) / comb(8, 4)) < 1e-12
mean_biased = sum(distance_counts(p)[0]
                  * exp(-reduced_energy * distance_counts(p)[0])
                  for p in patterns) / z_value
step = 1e-5
derivative = (log(partition_sum(reduced_energy + step))
              - log(partition_sum(reduced_energy - step))) / (2 * step)
assert abs(mean_biased + derivative) < 1e-8

rows = []
for orbit in rotation_orbits:
    pattern = min(orbit)
    distances, hand = distance_counts(pattern), handedness(pattern)
    sigma = sum(image(g, pattern) == pattern for g in rotations)
    assert len(orbit) * sigma == len(rotations)
    random_percent = 100 * len(orbit) / len(patterns)
    biased_percent = (100 * len(orbit)
                      * exp(-reduced_energy * distances[0]) / z_value)
    label = names[distances] + {1: " (+)", -1: " (-)", 0: ""}[hand]
    sites = ",".join("".join("1" if c == 1 else "0" for c in corners[i])
                     for i in pattern)
    rows.append((label, sites, distances, len(orbit), sigma,
                 random_percent, biased_percent))
assert abs(sum(r[5] for r in rows) - 100) < 1e-10
assert abs(sum(r[6] for r in rows) - 100) < 1e-10

# Enumerate independent equal-probability substitutions, all compositions.
all_cages = list(product((0, 1), repeat=8))
half_methyl_percent = 100 * sum(sum(c) == 4 for c in all_cages) / len(all_cages)
assert abs(half_methyl_percent - 100 * comb(8, 4) / 2 ** 8) < 1e-12

frozen_rotations, frozen_improper = skeleton_symmetries(13, 11)
frozen_rot_count = len(orbits(frozen_rotations, 4))
frozen_full_count = len(orbits(frozen_rotations + frozen_improper, 4))
assert (len(frozen_rotations), len(frozen_improper)) == (12, 12)
assert (frozen_rot_count, frozen_full_count) == (10, 6)

methyl_barrier_mev = 70.0
methyl_rate = (constants.k * temperature / constants.h
               * exp(-methyl_barrier_mev / thermal_mev))

print("Labelled placements (count):", len(patterns))
print("Proper / all operations (count):", len(rotations), "/", len(full_group))
for title, table in (("Proper", rotation_cycles), ("Improper", improper_cycles)):
    for lengths, number in table.items():
        fixed = coefficient(cycle_polynomial(lengths), 4)
        print(f"{title} cycles {lengths}: operations {number}, fixed each {fixed}")
print("Fixed-placement sum, proper (count):", coefficient(rotation_sum, 4))
print("Fixed-placement sum, improper (count):", coefficient(improper_sum, 4))
print("Arrangements under rotations (count):", n_rot)
print("Arrangements with mirrors identified (count):", n_full)
print("Achiral arrangements / enantiomer pairs (count):", achiral, "/", chiral_pairs)
print("Rotation classes for 0 to 8 methyls (count):", direct_rotation)
print("Mirror-identified classes for 0 to 8 methyls (count):", direct_full)
print("Pair counts below: edge, face diagonal, body diagonal")
for label, sites, distances, size, sigma, random_pct, biased_pct in rows:
    print(f"{label}: sites {sites}; pairs {distances}")
    print(f"  size {size}, sigma {sigma}, random {random_pct:.2f} %, "
          f"biased {biased_pct:.2f} %")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy: {thermal_mev:.2f} meV")
print(f"Chosen neighbour energy J: {neighbour_energy_mev:.1f} meV")
print(f"Mean neighbouring methyl pairs, random: {mean_random:.3f} (count)")
print(f"Mean neighbouring methyl pairs, biased: {mean_biased:.3f} (count)")
print(f"Four-methyl cages in random 50:50 mixture: {half_methyl_percent:.2f} %")
print(f"Rough methyl rotation barrier: {methyl_barrier_mev:.0f} meV")
print(f"Estimated methyl hopping rate: {methyl_rate:.1e} s^-1")
print("Frozen T_h proper / all operations (count):", len(frozen_rotations),
      "/", len(frozen_rotations) + len(frozen_improper))
print("Frozen T_h classes, rotations / with mirrors (count):",
      frozen_rot_count, "/", frozen_full_count)
print("success")
```

It prints:

```
Labelled placements (count): 70
Proper / all operations (count): 24 / 48
Proper cycles (1, 1, 1, 1, 1, 1, 1, 1): operations 1, fixed each 70
Proper cycles (4, 4): operations 6, fixed each 2
Proper cycles (2, 2, 2, 2): operations 9, fixed each 6
Proper cycles (1, 1, 3, 3): operations 8, fixed each 4
Improper cycles (2, 2, 2, 2): operations 4, fixed each 6
Improper cycles (1, 1, 1, 1, 2, 2): operations 6, fixed each 14
Improper cycles (4, 4): operations 6, fixed each 2
Improper cycles (2, 6): operations 8, fixed each 0
Fixed-placement sum, proper (count): 168
Fixed-placement sum, improper (count): 120
Arrangements under rotations (count): 7
Arrangements with mirrors identified (count): 6
Achiral arrangements / enantiomer pairs (count): 5 / 1
Rotation classes for 0 to 8 methyls (count): [1, 1, 3, 3, 7, 3, 3, 1, 1]
Mirror-identified classes for 0 to 8 methyls (count): [1, 1, 3, 3, 6, 3, 3, 1, 1]
Pair counts below: edge, face diagonal, body diagonal
square face: sites 000,001,010,011; pairs (4, 2, 0)
  size 6, sigma 4, random 8.57 %, biased 4.70 %
claw: sites 000,001,010,100; pairs (3, 3, 0)
  size 8, sigma 3, random 11.43 %, biased 9.24 %
four-chain (-): sites 000,001,010,101; pairs (3, 2, 1)
  size 12, sigma 2, random 17.14 %, biased 13.85 %
four-chain (+): sites 000,001,010,110; pairs (3, 2, 1)
  size 12, sigma 2, random 17.14 %, biased 13.85 %
three-chain + lone: sites 000,001,010,111; pairs (2, 3, 1)
  size 24, sigma 1, random 34.29 %, biased 40.79 %
diagonal rectangle: sites 000,001,110,111; pairs (2, 2, 2)
  size 6, sigma 4, random 8.57 %, biased 10.20 %
tetrahedron: sites 000,011,101,110; pairs (0, 6, 0)
  size 2, sigma 12, random 2.86 %, biased 7.37 %
Temperature: 300 K
Thermal energy: 25.85 meV
Chosen neighbour energy J: 10.0 meV
Mean neighbouring methyl pairs, random: 2.571 (count)
Mean neighbouring methyl pairs, biased: 2.316 (count)
Four-methyl cages in random 50:50 mixture: 27.34 %
Rough methyl rotation barrier: 70 meV
Estimated methyl hopping rate: 4.2e+11 s^-1
Frozen T_h proper / all operations (count): 12 / 24
Frozen T_h classes, rotations / with mirrors (count): 10 / 6
success
```
